\section*{Why neighbouring dihydrides on ideal silicon (100) tilt}

\section{The question}

Cut a silicon crystal along a (100) plane and let every surface atom keep its bulk position. Each surface atom has lost two of its four neighbours. If a hydrogen atom takes the place of each lost neighbour, as may happen in wet chemical termination, the surface is covered by SiH$_2$ groups, or dihydrides. The most symmetric arrangement has every group upright, with its two hydrogens at equal height. Why should the groups give up this symmetry and lean over, when leaning bends bonds that were at their preferred angles?

\section{The mechanism: a contact that can slide open}

Take $x$ along the row in which the hydrogens of adjacent groups face each other, $z$ along the outward normal, and $y$ along the other surface direction. Let $\alpha$ be half the tetrahedral angle, so that
\begin{equation}
\cos\alpha=\frac{1}{\sqrt3},\qquad \sin\alpha=\sqrt{\frac23}.
\end{equation}
The four bond directions of a surface atom are $(\pm\sin\alpha,0,\cos\alpha)$ for the two free bonds and $(0,\pm\sin\alpha,-\cos\alpha)$ for the two back bonds. Any two of them have scalar product $-1/3$, as tetrahedral bonds must.

In the bulk, the right-hand free bond of one atom and the left-hand free bond of the next end on the same silicon atom, which the cut has removed. If $b$ is the Si--Si bond length, each atom lies a lateral distance $b\sin\alpha$ from that missing site, so the units are
\begin{equation}
s=2b\sin\alpha
\end{equation}
apart. With $b=\sqrt3\,a/4$ for lattice parameter $a$, this is $s=a/\sqrt2$.

Now two hydrogens must share the space of one silicon atom. With Si--H length $r$, the two hydrogens of one unit are $w=2r\sin\alpha$ apart, and the gap between facing hydrogens of adjacent units is
\begin{equation}
d_0=s-w=2\sqrt{\frac23}\,(b-r).
\label{eq:gap}
\end{equation}
The gap exists because the Si--H bond is shorter than the Si--Si bond; for $r=b$ the two hydrogens would coincide.

The facing hydrogens repel. In an upright row, each unit is pushed equally from both sides at equal heights, and the torques about its silicon atom cancel. The balance can still be unstable, like that of a compressed strut. If all units lean to the right, each right-hand hydrogen goes down and the left-hand hydrogen facing it goes up. The two slide past each other and their distance grows. Repulsion therefore favours the lean, and bond bending opposes it. Both effects start at second order in the tilt angle, so their sizes must be compared.

\section{The formula}

\subsection{Distance under a common tilt}

Keep the silicon atoms fixed, and turn every SiH$_2$ group rigidly by $\theta$ about the $y$ axis through its silicon atom, positive towards $+x$. Relative to that atom, the right and left hydrogens are then at $(x,z)$ positions
\begin{equation}
r\bigl(\sin(\alpha+\theta),\cos(\alpha+\theta)\bigr),\qquad
r\bigl(-\sin(\alpha-\theta),\cos(\alpha-\theta)\bigr).
\end{equation}
The vector from the right hydrogen of one unit to the left hydrogen of the next has components
\begin{align}
X&=s-r\sin(\alpha-\theta)-r\sin(\alpha+\theta)=s-w\cos\theta,\\
Z&=r\cos(\alpha-\theta)-r\cos(\alpha+\theta)=w\sin\theta,
\end{align}
by the sum formulas for sine and cosine, with $2r\sin\alpha=w$. Squaring and adding gives
\begin{align}
d^2&=s^2+w^2-2sw\cos\theta\nonumber\\
&=(s-w)^2+2sw(1-\cos\theta)=d_0^2+4sw\sin^2\frac{\theta}{2}.
\label{eq:d}
\end{align}
For small tilt,
\begin{equation}
d\simeq d_0+\frac{sw}{2d_0}\theta^2 .
\label{eq:dsmall}
\end{equation}
The small gap in the denominator makes tilting effective: a sideways displacement lengthens a short contact more than a long one.

\subsection{Cost of bending}

A rigid turn leaves the H--Si--H angle unchanged but alters the four H--Si--Si angles. For the right hydrogen, the angle $\phi$ to either back bond obeys
\begin{equation}
\cos\phi=-\cos\alpha\cos(\alpha+\theta).
\end{equation}
Differentiation gives $-\sin\phi\,\mathrm d\phi=\cos\alpha\sin(\alpha+\theta)\,\mathrm d\theta$. At $\theta=0$, $\sin\phi=2\sqrt2/3$ and $\cos\alpha\sin\alpha=\sqrt2/3$, so $\mathrm d\phi/\mathrm d\theta=-1/2$. For the left hydrogen $\theta$ enters with the opposite sign and the derivative is $+1/2$. If each angle has the harmonic energy $K(\delta\phi)^2/2$, the four together cost
\begin{equation}
4\times\frac K2\left(\frac\theta2\right)^2=\frac K2\theta^2
\end{equation}
to leading order. The model uses this form at all tilts.

\subsection{Energy and threshold}

Each unit has two close contacts, each shared with a neighbour, hence one contact per unit. Let $V(d)$ be its repulsion energy and $F(d)=-V'(d)$ the force. The energy per unit is
\begin{equation}
e(\theta)=\frac K2\theta^2+V\bigl(d(\theta)\bigr).
\label{eq:e}
\end{equation}
Inserting \eqref{eq:dsmall}, with $V(d)\simeq V(d_0)-F(d_0)(d-d_0)$, gives
\begin{equation}
e(\theta)\simeq V(d_0)+\frac12\left[K-\frac{F(d_0)\,sw}{d_0}\right]\theta^2 .
\end{equation}
The upright row is unstable when the bracket is negative:
\begin{equation}
R\equiv\frac{F(d_0)\,sw}{K d_0}>1 .
\label{eq:threshold}
\end{equation}
Crowding alone is thus not a sufficient reason to tilt; the force must exceed $Kd_0/(sw)$.

To find the final tilt, differentiate \eqref{eq:d}: $2d\,d'=2sw\sin\theta$. Then
\begin{equation}
e'(\theta)=K\theta-F(d)\frac{sw\sin\theta}{d}
=sw\,\theta\left[\frac{K}{sw}-\frac{F(d)}{d}\frac{\sin\theta}{\theta}\right].
\label{eq:slope}
\end{equation}
Suppose $F$ is positive and decreases with distance. As $\theta$ goes from $0$ to $\pi$, $d$ grows, so $F$, $1/d$ and $\sin\theta/\theta$ all fall. The last product in \eqref{eq:slope} falls steadily from $F(d_0)/d_0$ to zero. If $R>1$, it crosses $K/(sw)$ once, and the slope changes from negative to positive there: one minimum, with a mirror image at $-\theta$. If $R\le1$, the slope is positive for every positive tilt up to $\pi$, and the row stays upright. Within this model, \eqref{eq:threshold} is therefore both necessary and sufficient.

Just above threshold the tilt starts from zero. For $V\propto e^{-d/\rho}$, the logarithm of $F/d$ changes by $-(1/\rho+1/d_0)$ per unit distance. Together with $\sin\theta/\theta\simeq1-\theta^2/6$ and \eqref{eq:dsmall}, the condition $e'=0$ becomes
\begin{equation}
1-c\,\theta^2\simeq\frac1R,\qquad
c=\frac16+\frac{sw}{2d_0}\left(\frac1\rho+\frac1{d_0}\right),
\end{equation}
so that $\theta\simeq\sqrt{(1-1/R)/c}$ for $R$ slightly above one.

\subsection{Why the units lean the same way}

So far a common tilt was assumed. Let adjacent units have tilts $\theta_1$ (left) and $\theta_2$ (right), and write $p=r\sin\alpha=w/2$ and $h=r\cos\alpha=r/\sqrt3$. To second order in $X$ and first order in $Z$,
\begin{align}
X&=s-r\sin(\alpha-\theta_2)-r\sin(\alpha+\theta_1)\nonumber\\
&\simeq d_0-h(\theta_1-\theta_2)+\frac p2(\theta_1^2+\theta_2^2),\\
Z&=r\cos(\alpha-\theta_2)-r\cos(\alpha+\theta_1)\simeq p(\theta_1+\theta_2),
\end{align}
and $d\simeq X+Z^2/(2d_0)$. The contact energy follows from
\begin{equation}
V(d)\simeq V(d_0)-F_0(d-d_0)+\frac12V''_0h^2(\theta_1-\theta_2)^2,
\end{equation}
where $F_0$ and $V''_0$ are taken at $d_0$.

There is a term linear in $\theta_1-\theta_2$. For two dihydrides with no other neighbours it survives, and they lean apart at once, whatever the value of $K$. In a closed ring, or a long row with its ends ignored, the linear terms cancel in the sum, because each tilt appears once with each sign. This cancellation is why the full row has a threshold.

Consider a wave of tilts $\theta_j=\Theta\cos(qj)$ on a ring that it fits. With angle brackets for the average over units, $\langle\theta_j\theta_{j+1}\rangle=\cos q\,\langle\theta^2\rangle$, hence
\begin{equation}
\langle(\theta_j\pm\theta_{j+1})^2\rangle=2(1\pm\cos q)\langle\theta^2\rangle .
\end{equation}
Collecting the second-order terms as $\lambda(q)\langle\theta^2\rangle/2$ per unit gives
\begin{align}
\lambda(q)=K&-F_0\left[2p+\frac{2p^2}{d_0}(1+\cos q)\right]\nonumber\\
&+2V''_0h^2(1-\cos q).
\label{eq:wave}
\end{align}
At $q=0$ the square bracket is $w+w^2/d_0=sw/d_0$, and the earlier curvature returns. The coefficient of $\cos q$ is $-(2F_0p^2/d_0+2V''_0h^2)$, which is negative for a repulsion whose force falls with distance. The common tilt is then the softest wave. Alternating tilts lose the vertical sliding, and they open one contact by closing the next. Since the force rises on approach, closing a contact by a given length costs more than opening another by the same length saves.

Equation \eqref{eq:wave} decides the first instability, not every pattern of large tilts. Nor does the model fix the relative lean of different rows, since it has no coupling between them.

\subsection{Closing the H--Si--H angle instead}

An upright group can also relieve the crowding by drawing its own hydrogens together. Reduce its half-angle to $\alpha-\delta$. The width becomes $w_\delta=2r\sin(\alpha-\delta)$ and the upright gap $d_\delta=s-w_\delta\simeq d_0+2h\delta$. This relief is of first order, so some closing occurs for any repulsive force. It has to be asked whether a reason to tilt remains.

With both motions present, the inclinations of the two hydrogens from the normal change by $\theta-\delta$ and $-\theta-\delta$. Each change alters two H--Si--Si angles by half its size, and the H--Si--H angle changes by $-2\delta$. With constant $K'$ for the latter, the bending energy is
\begin{align}
&\frac K2\cdot2\cdot\frac14\left[(\theta-\delta)^2+(\theta+\delta)^2\right]+\frac{K'}2(2\delta)^2\nonumber\\
&\qquad=\frac K2\theta^2+\frac{K+4K'}2\delta^2 .
\end{align}
There is no cross term, so the tilt stiffness is still $K$. The distance law \eqref{eq:d} holds with $w_\delta$ for $w$, and the relaxed upright row is unstable when
\begin{equation}
R_\delta\equiv\frac{F(d_\delta)\,s\,w_\delta}{K d_\delta}>1 .
\label{eq:rdelta}
\end{equation}
The closing $\delta$ itself follows from balance of the upright row,
\begin{equation}
(K+4K')\delta=2r\cos(\alpha-\delta)\,F(d_\delta).
\end{equation}
Eliminating $F$ and using $w_\delta/[2r\cos(\alpha-\delta)]=\tan(\alpha-\delta)$,
\begin{equation}
R_\delta=\left(1+\frac{4K'}K\right)\frac{s}{d_\delta}\,\delta\tan(\alpha-\delta).
\label{eq:stiff}
\end{equation}
A larger $K'$ leaves a smaller $\delta$, hence a shorter contact, a larger force and a larger width, and by \eqref{eq:rdelta} each of these raises $R_\delta$. An H--Si--H angle that resists closing therefore favours the tilt. If it yields easily, the hydrogens draw back symmetrically and the force drops, possibly so far that the upright row becomes stable.

\section{The number}

The lattice parameter of silicon, $a=5.431$~\AA, gives $b=2.352$~\AA\ and $s=3.840$~\AA. The other inputs are round model parameters: $r=1.5$~\AA, $K=K'=3$~eV/rad$^2$, and
\begin{equation}
V(d)=0.1~\mathrm{eV}\;\exp\left(-\frac{d-2~\text{\AA}}{0.3~\text{\AA}}\right).
\end{equation}
The digits below serve to follow the arithmetic; they do not measure the accuracy of the model for a real surface.

\subsection{Crowding and instability}

The width of a unit is $w=2.449$~\AA, so the facing hydrogens are
\begin{equation}
d_0=3.840-2.449=1.391~\text{\AA}
\end{equation}
apart, closer than the two hydrogens on the same silicon atom. The next shortest distance between hydrogens of different units is 3.84~\AA, where this repulsion is negligible. At $d_0$ the repulsion is 0.762~eV and the force 2.54~eV/\AA. The threshold force is
\begin{equation}
\frac{Kd_0}{sw}=\frac{3\times1.391}{3.840\times2.449}=0.444~\text{eV/\AA},
\end{equation}
so $R=5.7$. The curvature at zero tilt is $-14.2$~eV/rad$^2$ for a common tilt but $+22.2$~eV/rad$^2$ for alternating tilts. The upright row is unstable to the first and stable against the second.

\subsection{The equilibrium tilt}

The zero of \eqref{eq:slope} lies at $\theta=22.2^\circ=0.388$~rad. Equation \eqref{eq:d} then gives
\begin{equation}
d=\sqrt{1.391^2+4(3.840)(2.449)\sin^2(11.11^\circ)}\simeq1.83~\text{\AA}.
\end{equation}
Bending costs $\frac12(3)(0.388)^2=0.226$~eV, while the repulsion falls from 0.762 to 0.179~eV. The total is 0.405~eV per unit, a gain of 0.357~eV, or 34.5~kJ/mol of units. Close to the minimum the energy changes little: it is 0.4115~eV at $20^\circ$. Further away it is 0.593~eV at $10^\circ$ and 0.480~eV at $30^\circ$.

The near-threshold formula would give about $14^\circ$ here. With $R$ far above one it is outside its range, and the full equation is needed.

The bending constant matters less than one might expect. Halving $K$ gives about $27^\circ$ and doubling it gives about $17^\circ$. Between these cases the product $(F/d)(\sin\theta/\theta)$ must change by a factor of four. All its factors change in the same direction, so $F$ changes by at most four, and the contact distance by at most $0.3\ln4\simeq0.42$~\AA. The steep repulsion confines the tilt to a limited range.

For finite tilts, all patterns on closed rings of 2 to 12 units were searched, with angles from $-45^\circ$ to $45^\circ$ in steps of $1^\circ$. None had a lower energy per unit than the common tilt of $22^\circ$. This result holds for the present parameters and that grid.

\subsection{What angle closing leaves}

If the groups stay upright but may close, the H--Si--H angle shrinks from the tetrahedral $109.5^\circ$ to $93.2^\circ$. The gap widens to 1.66~\AA\ and the energy drops to 0.461~eV. A large part of the crowding is thus relieved without any tilt. Yet $R_\delta=1.74$, still above one, so the relaxed upright row is unstable as well.

Minimising over both motions gives a tilt of $20.0^\circ$, an H--Si--H angle of about $103^\circ$, a contact of 1.82~\AA\ and an energy of 0.388~eV. Tilting has taken over most of the work, because its stiffness is $K=3$~eV/rad$^2$ against $K+4K'=15$~eV/rad$^2$ for closing. The energy advantage of tilting is now only
\begin{equation}
0.461-0.388=0.073~\text{eV per unit},
\end{equation}
about a fifth of the 0.357~eV found with rigid groups. The rigid model gives a good tilt angle here but greatly overstates what the tilt is worth. Replacing the harmonic expansion in $\theta$ and $\delta$ by the actual bond angles moves the tilt only from $20.0^\circ$ to $20.9^\circ$, but it raises the advantage of tilting from 0.073 to 0.096~eV, about a quarter of the 0.367~eV that rigid groups gain with the same angles.

\subsection{When the explanation fails}

Equation \eqref{eq:stiff} supplies a case in which the relaxed upright row is stable. Set $K'=0$. On the interval from $0$ to $\alpha$ the tangent is convex, so it lies below its chord: $\tan(\alpha-\delta)\le(\alpha-\delta)\tan\alpha/\alpha$. Also $\delta(\alpha-\delta)\le\alpha^2/4$, and $d_\delta\ge d_0$. With $\alpha=0.955$~rad and $\tan\alpha=\sqrt2$,
\begin{equation}
R_\delta\le\frac{s}{d_0}\,\frac{\alpha\tan\alpha}{4}
=\frac{3.840}{1.391}\times0.338\simeq0.93<1 .
\end{equation}
Within the harmonic model, no strength of repulsion could then make the relaxed upright row of this geometry unstable to a small common tilt. The crowding would be the same, but the groups would answer it by closing. This is a formal limit: with the present repulsion the H--Si--H angle would shrink to about $77^\circ$, and the two hydrogens of one group (1.87~\AA) would be closer than the facing ones (1.97~\AA). In this model the tilt is therefore a joint effect of the short contact and of the resistance of the H--Si--H angle. The bound does not carry over to the actual bond angles: with them, the resistance to tilting weakens as the group closes, so that at $K'=0$ the present repulsion leaves a tilt curvature of only 0.12~eV/rad$^2$, against 1.68~eV/rad$^2$ in the harmonic model, and a repulsion 1.5 times stronger already makes the upright row unstable.

The model also holds the silicon atoms and bond lengths fixed. Any repulsion between the two hydrogens of one group is taken to be contained in the preferred H--Si--H angle and in $K'$, and the electronic structure enters only through the chosen constants. It shows a mechanism by which an ideal dihydride row can lower its energy by leaning. The size of the gain depends on the chosen constants, and for a real surface it has to come from an electronic-structure calculation or from experiment. It does not decide whether such a row is more stable than a surface with a different hydrogen coverage or with bonds between surface silicon atoms. The full set of computed values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Silicon lattice parameter a: 5.4310 angstrom
Si-Si bond length b: 2.3517 angstrom
Si-H bond length r (input): 1.50 angstrom
Distance between units s: 3.8403 angstrom
H-H width of one unit w: 2.4495 angstrom
Facing H-H separation, upright d0: 1.3908 angstrom
Next H-H separation between units: 3.8403 angstrom
Bending constant K (input): 3.00 eV/rad^2
H-Si-H bending constant K' (input): 3.00 eV/rad^2
Repulsion at reference distance (input): 0.10 eV
Reference distance (input): 2.00 angstrom
Repulsion decay length (input): 0.30 angstrom
Repulsion V(d0): 0.7619 eV
Repulsive force F(d0): 2.5395 eV/angstrom
Threshold force for tilting: 0.4436 eV/angstrom
Force divided by threshold: 5.725 (no unit)
Energy curvature at zero tilt: -14.176 eV/rad^2
Equilibrium tilt: 22.22 degrees
Facing H-H separation, tilted: 1.8252 angstrom
Bending energy at equilibrium: 0.2256 eV per unit
Repulsion at equilibrium: 0.1791 eV per unit
Total energy at equilibrium: 0.4047 eV per unit
Energy gain by tilting: 0.3572 eV per unit
Energy gain by tilting: 34.5 kJ/mol of units
Total energy at tilt 10 degrees: 0.5930 eV
Total energy at tilt 20 degrees: 0.4115 eV
Total energy at tilt 30 degrees: 0.4804 eV
Tilt for K = 1.5 eV/rad^2: 27.15 degrees
Tilt for K = 6.0 eV/rad^2: 16.67 degrees
Wave stiffness, all tilts alike: -14.176 eV/rad^2
Wave stiffness, alternating tilts: 22.175 eV/rad^2
Best common tilt on 1-degree grid: 22 degrees
Upright, angle relaxed: H-Si-H 93.20 degrees
Upright, angle relaxed: H-H separation 1.6606 angstrom
Upright, angle relaxed: energy 0.4612 eV per unit
Upright, angle relaxed: force/threshold 1.736 (no unit)
Joint minimum: tilt 20.02 degrees
Joint minimum: H-Si-H 103.45 degrees
Joint minimum: H-H separation 1.8163 angstrom
Joint minimum: energy 0.3883 eV per unit
Joint minimum with actual bond angles: tilt 20.92 degrees
\end{verbatim}
